# Phase accumulation and the quantum defect of image states: test program

```python
"""
Image states at a surface whose crystal has a band gap around the vacuum level.

Result under test (atomic units, binding energy eps below the vacuum level):
    phi_B + phi_C = 2 pi n,   phi_B = pi (1/sqrt(8 eps) - 1),
    eps = 1 / (32 (n + a)^2),  a = (1 - phi_C/pi) / 2.
phi_B, phi_C : reflection phases of the image barrier and of the crystal.
nu = 1/sqrt(32 eps) : effective quantum number.
The law for phi_B, and so for a, refers to Coulomb travelling waves g +- i f,
with f, g the zero-energy solutions in the potential -1/(4z).
Model: potential -1/(4z) for z > z0, and
-U0 - 2 V cos(2 p (z - z0)) for z < z0, with p = pi/d and 1/(4 z0) = U0.
"slope" always means the logarithmic derivative psi'/psi at z0.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import j0, j1, y0, y1

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
pi = np.pi

U0 = 12.0 / HARTREE        # vacuum level above the mean crystal potential
d = 1.8 / BOHR             # layer spacing
V = 2.5 / HARTREE          # Fourier coefficient: half the gap width
p = pi / d
T = p**2 / 2               # mid-gap energy above the mean crystal potential


def wrap(angle):
    return (angle + pi) % (2 * pi) - pi


def defect(phase):
    return 0.5 * (1 - phase / pi)


def binding(nu):
    return 1 / (32 * nu**2)


def coulomb_pair(z):
    """Zero-energy solutions f (node-like), g (antinode-like), derivatives."""
    x = np.sqrt(2 * z)
    return (pi / 2 * x * j1(x), pi / 2 * j0(x),
            -pi / 2 * x * y1(x), -pi / 2 * y0(x))


def crystal_phase_coulomb(slope, z):
    f, df, g, dg = coulomb_pair(z)
    return 2 * np.arctan((dg - slope * g) / (df - slope * f))


def crystal_phase_plane(slope, k):
    return -2 * np.arctan(slope / k)


def barrier_slope(nu, z):
    """Slope of the decaying Whittaker function W_{nu,1/2}(z/(2 nu))."""
    rho = z / (2 * nu)
    u = mp.hyperu(1 - nu, 2, rho)
    du = -(1 - nu) * mp.hyperu(2 - nu, 3, rho)
    return float((-0.5 + 1 / rho + du / u) / (2 * nu))


def bloch_slope(energy, v):
    """Slope at the crystal edge of the Bloch wave decaying into the crystal,
    by integration of the Schroedinger equation over one period."""
    def rhs(s, y):
        w = 2 * (-2 * v * np.cos(2 * p * s) - energy)
        return [y[1], w * y[0], y[3], w * y[2]]
    y = solve_ivp(rhs, (0, d), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-11, atol=1e-12).y[:, -1]
    lam, vec = np.linalg.eig(np.array([[y[0], y[2]], [y[1], y[3]]]))
    grow = np.argmax(abs(lam))
    return float(np.real(vec[1, grow] / vec[0, grow]))


def two_band(energy, v):
    """Two-wave solution exp(q s) cos(p s + delta): returns slope and q."""
    half_q2 = max(0.0, -(energy + T) + np.sqrt(4 * energy * T + v**2))
    q = np.sqrt(2 * half_q2)
    delta = 0.5 * np.arctan2(p * q / v, (T - half_q2 - energy) / v)
    return q - p * np.tan(delta), q


def levels(u):
    """Image levels by finite-difference diagonalization, extrapolated in h."""
    edge, found = 1 / (4 * u), []
    for steps in (100, 200):
        h = d / steps
        left = 40 * steps
        i = np.arange(1, left + int(800 / h))
        s = (i - left) * h
        pot = np.where(s < 0, -u - 2 * V * np.cos(2 * p * s),
                       -1 / (4 * (edge + np.maximum(s, 0))))
        pot[left - 1] = -u - V        # mean of the two sides of the jump
        found.append(eigh_tridiagonal(
            pot + 1 / h**2, np.full(len(s) - 1, -0.5 / h**2),
            eigvals_only=True, select="v",
            select_range=(-0.80 / HARTREE, -0.025 / HARTREE)))
    assert len(found[0]) == len(found[1]) == 5
    return (4 * found[1] - found[0]) / 3


z0 = 1 / (4 * U0)

# Barrier phase: exact Whittaker function against the linear law in nu.
# The neglected terms are of order 1/nu^2, with a coefficient near 0.1.
f, df, g, dg = coulomb_pair(z0)
barrier_rows = []
for nu in (1.3, 2.6, 5.1, 10.4):
    L = barrier_slope(nu, z0)
    exact = 2 * np.arctan((dg - L * g) / (L * f - df))
    error = wrap(exact - (2 * pi * nu - pi))
    assert abs(error) * nu**2 < 0.15
    barrier_rows.append((nu, error))

# Semiclassical action from the image plane to the turning point.
nu_test = 2.3
eps_test = binding(nu_test)
action = quad(lambda z: np.sqrt(max(0.0, 2 * (1 / (4 * z) - eps_test))),
              0, 1 / (4 * eps_test), limit=200)[0]
assert abs(action - pi * nu_test) < 1e-5

# A hard wall at the image plane (phi_C = pi) must give a = 0.
h = 0.02
z = h * np.arange(1, 20000)
wall = eigh_tridiagonal(1 / h**2 - 1 / (4 * z),
                        np.full(len(z) - 1, -0.5 / h**2), eigvals_only=True,
                        select="v", select_range=(-0.04, -0.0025))
wall_nu = 1 / np.sqrt(-32 * wall)
assert len(wall) == 3 and np.allclose(wall_nu, [1, 2, 3], atol=1e-3)

# Crystal phase: two-wave and arcsine laws against the integrated Bloch wave.
# Both are leading-order in V/T, so their errors must shrink with V.
err_two, err_arc = [], []
for v in (V, V / 10, V / 40):
    e2, ea = [], []
    for x in (0.2, 0.5, 0.8):
        energy = T + v * (2 * x - 1)
        k = np.sqrt(2 * energy)
        ref = crystal_phase_plane(bloch_slope(energy, v), k)
        e2.append(abs(crystal_phase_plane(two_band(energy, v)[0], k) - ref))
        ea.append(abs(2 * np.arcsin(np.sqrt(x)) - ref))
    err_two.append(max(e2))
    err_arc.append(max(ea))
for err in (err_two, err_arc):
    assert err[0] < 0.2 and err[1] < 0.03 and err[2] < err[1] / 3
sweep = []
for x in np.linspace(0.02, 0.98, 13):
    energy = T + V / 10 * (2 * x - 1)
    sweep.append(crystal_phase_plane(bloch_slope(energy, V / 10),
                                     np.sqrt(2 * energy)))
assert np.all(np.diff(sweep) > 0) and sweep[0] < 0.4 and sweep[-1] > 2.7

# Diagonalized levels against the round-trip condition and the defect formula,
# for three positions of the vacuum level in the gap.
worst_round_trip, worst_defect = 0.0, 0.0
for u in (U0, T - 0.6 * V, T + 0.6 * V):
    edge = 1 / (4 * u)
    energies = levels(u)
    if u == U0:
        E_num = energies
    for n, E in enumerate(energies, start=1):
        nu = 1 / np.sqrt(-32 * E)
        assert int(nu) == n
        L = bloch_slope(u + E, V)
        Lb = barrier_slope(nu, edge)
        k_local = np.sqrt(2 * (u + E))
        for k in (k_local, 2 * k_local):      # the reference k must not matter
            total = 2 * np.arctan(Lb / k) + crystal_phase_plane(L, k)
            worst_round_trip = max(worst_round_trip, abs(wrap(total)))
        miss = abs(nu - n - defect(crystal_phase_coulomb(L, edge))) * nu**2
        worst_defect = max(worst_defect, miss)
assert worst_round_trip < 1e-3
assert worst_defect < 0.03


# Self-consistent levels from three choices of the crystal phase.
def phase_coulomb(eps):
    return crystal_phase_coulomb(bloch_slope(U0 - eps, V), z0)


def phase_plane(eps):
    return crystal_phase_plane(two_band(U0 - eps, V)[0],
                               np.sqrt(2 * (U0 - eps)))


def phase_arcsine(eps):
    return 2 * np.arcsin(np.sqrt((U0 - eps - T + V) / (2 * V)))


def solve_level(n, phase):
    return brentq(lambda nu: nu - n - defect(phase(binding(nu))),
                  n + 0.01, n + 0.95, xtol=1e-10)


nu_num = 1 / np.sqrt(-32 * E_num)
nu_c, nu_p, nu_a = (np.array([solve_level(n, ph) for n in range(1, 6)])
                    for ph in (phase_coulomb, phase_plane, phase_arcsine))
assert np.all(abs(nu_c - nu_num) * nu_num**2 < 0.03)
shift = nu_num - nu_p
# The plane-wave recipe misses by a shift that persists along the series.
assert shift[4] > 0.03 and abs(shift[4] - shift[3]) < 0.01

print(f"U0 = {U0*HARTREE:.2f} eV, V = {V*HARTREE:.2f} eV, "
      f"d = {d*BOHR:.2f} angstrom")
print(f"crystal edge z0 = {z0*BOHR:.4f} angstrom")
print(f"p = {p/BOHR:.4f} 1/angstrom, p^2/2 = {T*HARTREE:.3f} eV")
print(f"gap edges from vacuum level: {(T-V-U0)*HARTREE:.3f} and "
      f"{(T+V-U0)*HARTREE:.3f} eV")
print(f"1/32 hartree = {HARTREE/32:.4f} eV, 1/8 hartree = {HARTREE/8:.4f} eV")
print("barrier phase, exact minus law (rad):")
for nu, error in barrier_rows:
    print(f"  nu = {nu:5.1f}: {error:+.6f}")
print(f"action / pi at nu = {nu_test}: {action/pi:.6f}")
print("hard wall at image plane, nu:", " ".join(f"{w:.5f}" for w in wall_nu))
print("largest crystal-phase error (rad) for V, V/10, V/40:")
print("  two-band:", " ".join(f"{e:.5f}" for e in err_two))
print("  arcsine: ", " ".join(f"{e:.5f}" for e in err_arc))
print(f"largest round-trip phase misfit: {worst_round_trip:.1e} rad")
print(f"largest nu^2 * |nu - n - a|: {worst_defect:.4f}")
slope_v, q_v = two_band(U0, V)
print("two-band values at the vacuum level:")
print(f"  q = {q_v/BOHR:.4f} 1/angstrom, slope = {slope_v/BOHR:.4f} 1/angstrom")
print(f"  plane-wave phi_C = {phase_plane(0.0):.4f} rad, "
      f"a = {defect(phase_plane(0.0)):.4f}")
pc = crystal_phase_coulomb(slope_v, z0)
print(f"  Coulomb-referenced phi_C = {pc:.4f} rad, a = {defect(pc):.4f}")
print("levels E (eV): n, diagonalized, Coulomb ref., plane wave, arcsine")
for i in range(5):
    row = [E_num[i]] + [-binding(s[i]) for s in (nu_c, nu_p, nu_a)]
    print(f"  {i+1}", " ".join(f"{e*HARTREE:9.5f}" for e in row))
print("nu - n: n, diagonalized, Coulomb ref., plane wave, arcsine")
for i in range(5):
    print(f"  {i+1}", " ".join(f"{s[i]-i-1:8.4f}"
                               for s in (nu_num, nu_c, nu_p, nu_a)))
print("n = 1 phases in the Coulomb reference (rad):")
phi_b1 = 2 * pi * nu_c[0] - pi
phi_c1 = phase_coulomb(binding(nu_c[0]))
print(f"  phi_B = {phi_b1:.4f}, phi_C = {phi_c1:.4f}, "
      f"sum/(2 pi) = {(phi_b1+phi_c1)/(2*pi):.6f}")
print("vacuum level at fraction x of the gap:")
print("  x, arcsine phi_C (rad), a: arcsine, plane wave, Coulomb ref.")
for x in (0.0, 0.25, 0.5, 0.75, 1.0):
    u = T + V * (2 * x - 1)
    L = two_band(u, V)[0]
    arc = 2 * np.arcsin(np.sqrt(x))
    print(f"  {x:.2f} {arc:.4f} {defect(arc):.4f} "
          f"{defect(crystal_phase_plane(L, np.sqrt(2*u))):.4f} "
          f"{defect(crystal_phase_coulomb(L, 1/(4*u))):.4f}")
print("all good")
```

Running it gives:

```
U0 = 12.00 eV, V = 2.50 eV, d = 1.80 angstrom
crystal edge z0 = 0.3000 angstrom
p = 1.7453 1/angstrom, p^2/2 = 11.606 eV
gap edges from vacuum level: -2.894 and 2.106 eV
1/32 hartree = 0.8504 eV, 1/8 hartree = 3.4014 eV
barrier phase, exact minus law (rad):
  nu =   1.3: +0.034518
  nu =   2.6: +0.017635
  nu =   5.1: +0.000262
  nu =  10.4: +0.000867
action / pi at nu = 2.3: 2.300000
hard wall at image plane, nu: 1.00000 2.00000 3.00000
largest crystal-phase error (rad) for V, V/10, V/40:
  two-band: 0.09590 0.00823 0.00203
  arcsine:  0.04653 0.00350 0.00085
largest round-trip phase misfit: 8.3e-08 rad
largest nu^2 * |nu - n - a|: 0.0195
two-band values at the vacuum level:
  q = 0.1838 1/angstrom, slope = -1.9743 1/angstrom
  plane-wave phi_C = 1.6772 rad, a = 0.2331
  Coulomb-referenced phi_C = 0.9867 rad, a = 0.3430
levels E (eV): n, diagonalized, Coulomb ref., plane wave, arcsine
  1  -0.46770  -0.46326  -0.52953  -0.53642
  2  -0.15554  -0.15526  -0.16886  -0.17012
  3  -0.07643  -0.07638  -0.08109  -0.08150
  4  -0.04526  -0.04525  -0.04739  -0.04757
  5  -0.02989  -0.02988  -0.03103  -0.03113
nu - n: n, diagonalized, Coulomb ref., plane wave, arcsine
  1   0.3484   0.3548   0.2672   0.2591
  2   0.3382   0.3403   0.2441   0.2357
  3   0.3356   0.3366   0.2384   0.2300
  4   0.3345   0.3351   0.2362   0.2279
  5   0.3340   0.3344   0.2351   0.2268
n = 1 phases in the Coulomb reference (rad):
  phi_B = 5.3711, phi_C = 0.9121, sum/(2 pi) = 1.000000
vacuum level at fraction x of the gap:
  x, arcsine phi_C (rad), a: arcsine, plane wave, Coulomb ref.
  0.00 0.0000 0.5000 0.5000 0.6118
  0.25 1.0472 0.3333 0.3413 0.4453
  0.50 1.5708 0.2500 0.2586 0.3657
  0.75 2.0944 0.1667 0.1736 0.2929
  1.00 3.1416 0.0000 0.0000 0.1588
all good
```
